# Why dense two-dimensional electrons can suppress remote phonon scattering

**The fact to be explained**

In a model channel beside a polar oxide, raising the sheet density from $3.6\times10^{9}$ to $1.07\times10^{13}\ \mathrm{cm^{-2}}$ raises the mobility set by remote phonons, computed for a drifting Fermi distribution, from about 460 to 6000 $\mathrm{cm^2/(V\,s)}$. The phonons, their temperature and their distance are unchanged. Two things change: how the electrons screen the phonon field, and how they fill the available states.

Hartree atomic units are used, with temperature $T$ as an energy. The electrons form a sheet of zero thickness, in one parabolic subband of mass $m=0.2$ and spin-valley degeneracy $\nu=4$. They lie at $d=20$ bohr from an oxide half-space, inside a channel of constant permittivity $\epsilon_s=12$. There is no gate metal. The oxide has one undamped transverse mode,
$$\epsilon_{ox}(\omega)=\epsilon_\infty+(\epsilon_0-\epsilon_\infty)\frac{\omega_{TO}^2}{\omega_{TO}^2-\omega^2},$$
with $\epsilon_0=22$, $\epsilon_\infty=5$, $\omega_{TO}=6\times10^{-4}$ and $T=10^{-3}$ hartree. These are round model values.

**Contribution 1: the bare remote field**

For a source at $z=d$ and in-plane wavevector $q$, the potential in the channel ($z>0$) is $A[e^{-q|z-d|}+re^{-q(z+d)}]$. In the oxide it is $Ate^{q(z-d)}$. The jump of displacement at the source requires $2q\epsilon_sA=4\pi$. At $z=0$, continuity of potential gives $1+r=t$ and continuity of displacement gives $\epsilon_s(1-r)=\epsilon_{ox}t$. Hence the interaction within the sheet is
$$V=\frac{2\pi}{q\epsilon_s}\left[1+re^{-2qd}\right],\qquad r=\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}=\frac{2\epsilon_s}{\epsilon_s+\epsilon_{ox}}-1 .$$
Putting $\epsilon_s+\epsilon_{ox}$ over a common denominator gives
$$\frac1{\epsilon_s+\epsilon_{ox}}=\frac{1}{\epsilon_s+\epsilon_\infty}\,\frac{\omega^2-\omega_{TO}^2}{\omega^2-\omega_{SO}^2},\qquad \omega_{SO}^2=\omega_{TO}^2\frac{\epsilon_s+\epsilon_0}{\epsilon_s+\epsilon_\infty}.$$
The last fraction in $\omega$ equals $1+(\omega_{SO}^2-\omega_{TO}^2)/(\omega^2-\omega_{SO}^2)$. Its "1" gives $V_e$, which is $V$ with $\epsilon_{ox}=\epsilon_\infty$. The rest is the phonon part $P$:
$$V=V_e+P,\qquad P=\frac{2\omega_{SO}g^2}{\omega^2-\omega_{SO}^2},$$
$$g^2=\frac{2\pi\omega_{SO}}{q}e^{-2qd}\left[\frac1{\epsilon_s+\epsilon_\infty}-\frac1{\epsilon_s+\epsilon_0}\right].$$
Exchange of one phonon gives $g^2[1/(\omega-\omega_{SO})-1/(\omega+\omega_{SO})]=P$, so $g^2$ is the squared coupling times area. Here $\omega_{SO}=\sqrt{34/17}\,\omega_{TO}=8.49\times10^{-4}$ hartree.

**Contribution 2: screening limited by inertia**

Let $\phi$ be the total potential energy and $\delta n=\chi_0\phi$ the induced density. In the mean-field (RPA) description $\phi=\phi_{ext}+V_e\delta n$, so
$$\phi=\frac{\phi_{ext}}{\epsilon_e},\qquad \epsilon_e=1-V_e\chi_0 .$$
To lowest order in the phonon coupling, the phonon field is the external potential, and $g^2$ becomes $g^2/|\epsilon_e|^2$.

For a field varying as $e^{i(qx-\omega t)}$, a cold sheet obeys $-i\omega mv=-iq\phi$ and $-i\omega\,\delta n+iqnv=0$. Therefore $v=q\phi/(m\omega)$ and $\delta n=nq^2\phi/(m\omega^2)$, which gives
$$\epsilon_e=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2(q)=\frac{nq^2V_e}{m}.$$
The squared field is reduced if $|1-\omega_p^2/\omega^2|>1$, that is, if
$$\omega_p>\sqrt2\,\omega .$$
A slow field is overcompensated by the moving charge, so $\epsilon_e$ is large and negative. A field with $\omega\gg\omega_p$ reverses before the electrons have moved far, and remains bare. In between, for $0<\omega_p<\sqrt2\,\omega$, the field is enhanced: this is antiscreening. Since $\omega_p^2\propto n$ at fixed $q$, density can carry a phonon from one side of the boundary to the other.

This needs electrons slow compared with the wave and a recoil energy $q^2/2m$ far below $\omega$. In RPA, with recoil $e_q=q^2/2m$ and occupation $f$,
$$\chi_0=\nu\!\int\!\frac{d^2k}{(2\pi)^2}f_k\left[\frac1{\omega-e_q-qk_x/m}-\frac1{\omega+e_q-qk_x/m}\right],$$
where $\omega$ carries an infinitesimal positive imaginary part. For small $e_q$ the bracket is $2e_q/(\omega-qk_x/m)^2$. Expanding in $k_x$ and averaging gives $\chi_0\simeq(nq^2/m\omega^2)(1+3q^2v^2/\omega^2)$, where $v$ is the root-mean-square velocity along $q$.

At $q=5\times10^{-4}$ and $n=3\times10^{-4}$ the full response gives $|\epsilon_e|=1$ at $\omega/\omega_p=0.7155$, against $1/\sqrt2=0.7071$. The numerical output at this density lists $\omega_{SO}/(\bar qv)=0.248$ at a mean wavevector $\bar q=0.0367$, so $v=\omega_{SO}/(0.0367\times0.248)=0.093$. With $\omega=5.31\times10^{-4}$, the correction $3q^2v^2/\omega^2$ is 0.023. It raises the crossing by half that fraction, to 0.715. The factor $1/|\epsilon_e|^2$ is 0.10 at $\omega=\omega_p/2$ and 1.78 at $\omega=2\omega_p$, so both screening and antiscreening are present in the full response.

**Contribution 3: screening limited by pressure**

When $\omega\ll qv$, electrons cross a wavelength many times per period and stay in local equilibrium. At long wavelength $\delta n=-(\partial n/\partial\mu)\phi$, and
$$\epsilon_e=1+V_e\frac{\partial n}{\partial\mu}=1+\frac{\omega_p^2}{q^2s^2},\qquad s^2=\frac{n}{m\,\partial n/\partial\mu}.$$
Pressure, not inertia, now opposes the charge displacement, and $\omega_p$ must be compared with $qs$. Since $\epsilon_e>1$, the field is now reduced at every density, even for $\omega_p<\sqrt2\,\omega$. But $qs$ exceeds $\omega$ in this regime, so strong screening needs $\omega_p$ far above $\omega$.

The density of states $\nu m/2\pi$ gives $n=(\nu mT/2\pi)\ln(1+e^{\mu/T})$. Differentiation gives
$$\frac{\partial n}{\partial\mu}=\frac{\nu m}{2\pi}\left[1-e^{-2\pi n/(\nu mT)}\right].$$
It grows as $n/T$ at low density and saturates at $\nu m/2\pi$. In this slow, long-wavelength limit, screening by a degenerate sheet therefore stops improving with density at fixed $q$.

**Contribution 4: state filling and the momentum-loss rate**

Assume that electron collisions maintain a Fermi distribution drifting at velocity $\mathbf u$, and that phonons keep their lattice occupation $N=n_B(\omega_{SO})$, so phonon drag is excluded. In the moving frame, emission lowers the electron energy by $\Omega=\omega_{SO}-\mathbf q\cdot\mathbf u$. For the upper and lower states, $f_h(1-f_l)=e^{-\Omega/T}f_l(1-f_h)$. Also $f_l-f_h=f_l(1-f_h)-f_h(1-f_l)$. Together these give
$$f_l(1-f_h)=(f_l-f_h)[1+n_B(\Omega)],\quad f_h(1-f_l)=(f_l-f_h)n_B(\Omega).$$
Emission minus absorption then has the occupation factor
$$(N+1)f_h(1-f_l)-Nf_l(1-f_h)=(f_l-f_h)[n_B(\Omega)-N].$$
The golden rule multiplies this by $2\pi g^2/|\epsilon_e|^2$ and an energy delta function. The imaginary part of $\chi_0$ contains the same sum,
$$-\mathrm{Im}\,\chi_0=\pi\nu\int\frac{d^2k}{(2\pi)^2}(f_l-f_h)\,\delta(\text{energy}),$$
so the net emission per area is $2g^2(-\mathrm{Im}\,\chi_0)[n_B(\Omega)-N]/|\epsilon_e|^2$.

To first order in $\mathbf u$, the last bracket is $-n_B'(\omega_{SO})\,\mathbf q\cdot\mathbf u$. Each net emission removes momentum $\mathbf q$. Setting the total loss per area equal to $nm\mathbf u/\tau$, and averaging over angle, which gives $q^2/2$, yields
$$\frac1\tau=\frac{-n_B'(\omega_{SO})}{2\pi nm}\int_0^\infty dq\,q^3g^2\,\frac{-\mathrm{Im}\,\chi_0}{|\epsilon_e|^2},\qquad -n_B'=\frac{1}{4T\sinh^2(\omega_{SO}/2T)} .$$
The mobility is $\tau/m$. Because $V_e$ is real, $\mathrm{Im}\,\chi_0/|\epsilon_e|^2=\mathrm{Im}(\chi_0/\epsilon_e)$. This last form is evaluated with a phonon half-linewidth of $0.02\,\omega_{SO}$, which resolves narrow plasmon peaks. Without screening, the rate formula was tested against explicit emission and absorption at finite drift.

Setting $\epsilon_e=1$ isolates state filling. At low density $f\propto n$, so $\mathrm{Im}\,\chi_0/n$ and the unscreened rate do not depend on density. For a degenerate gas, integrating the delta functions over $k_x$ and $k_y$ gives
$$-\mathrm{Im}\,\chi_0=\frac{\nu m}{4\pi q}[F(k_-)-F(k_+)],\quad F(k)=2\sqrt{k_F^2-k^2},\quad k_\pm=\frac{m\omega}{q}\pm\frac q2 .$$
For small $\omega$ and $q<2k_F$ the difference of the two $F$ is $2m\omega/\sqrt{k_F^2-q^2/4}$. The unscreened rate then varies as
$$\frac1{\tau_0}\propto\frac1n\int_0^{2k_F}\frac{q\,e^{-2qd}\,dq}{\sqrt{k_F^2-q^2/4}} .$$
For $k_Fd\ll1$ the integral is $4k_F$, and since $n\propto k_F^2$ the rate falls as $n^{-1/2}$. For $k_Fd\gg1$ the integral is $1/(4d^2k_F)$, and the rate falls as $n^{-3/2}$. At the two highest densities, where $k_Fd$ is 0.6 and 1.1, blocking of states and the weak remote field at large $q$ both contribute to the fall, without any screening.

**Weighing the contributions**

The wavevector $\bar q$ is the mean over the unscreened rate integrand. "Screening ratio" means screened rate divided by unscreened rate.

| $n$ (bohr$^{-2}$) | $\bar q$ (bohr$^{-1}$) | $\omega_p/\omega_{SO}$ | $\omega_{SO}/\bar qv$ | Screening ratio |
|---|---:|---:|---:|---:|
| $10^{-7}$ | 0.029 | 0.11 | 0.42 | 0.998 |
| $10^{-5}$ | 0.029 | 1.09 | 0.41 | 0.79 |
| $3\times10^{-4}$ | 0.037 | 6.6 | 0.25 | 0.16 |
| $10^{-3}$ | 0.051 | 14 | 0.12 | 0.18 |

Between the first and third rows the unscreened rate falls from $4.61\times10^{-4}$ to $2.17\times10^{-4}$, a factor 2.1. Screening contributes $0.998/0.1645=6.1$. Their product, 12.9, is the mobility gain in the opening fact. Screening is the larger cause, but not the whole cause. The low-density end is the less secure one. A classical estimate $nv\sigma$, with Coulomb cross-section $\sigma\sim\pi/(\epsilon T)$, puts electron collisions at about $5\times10^{-6}$ for $n=10^{-7}$, a hundred times below the phonon rate, so they cannot maintain the drifting distribution. The linearized Boltzmann equation without them gives about 620 instead of 460 $\mathrm{cm^2/(V\,s)}$, and a gain near 10. The total scattering rate there is also about $\omega_{SO}$, so the golden rule is only a rough guide at low density.

The typical transfers have $\omega_{SO}<\bar qv$. At the two highest densities in the table, the pressure formula then gives a good estimate of the screening at $\bar q$. At $n=3\times10^{-5}$ and $10^{-4}$ it underestimates $1/|\epsilon_e|^2$ by 20 to 25%; at the lowest densities both factors are close to 1. At $n=3\times10^{-4}$ the cold formula would give $(1-6.62^2)^{-2}\approx5\times10^{-4}$ at $\bar q$, whereas the full response gives 0.14. The pressure formula has $\partial n/\partial\mu=0.115$ and $V_e=15.6$, hence $\epsilon_e=2.8$ and $1/\epsilon_e^2=0.13$. Replacing dynamic by static screening changes the ratio from 0.1645 to 0.1626. At $n=10^{-5}$ the change is larger, from 0.79 to 0.71: static screening is too strong there. None of the seven computed densities shows antiscreening of the total rate, although it exists at long wavelength.

From the third row to the fourth, $\omega_p/\omega_{SO}$ doubles, yet screening becomes slightly weaker. The derivative $\partial n/\partial\mu$ has saturated while $\bar q$ has grown and $V_e$ has fallen to 10.9. With $\partial n/\partial\mu=0.127$ this gives $\epsilon_e=2.4$ and $1/\epsilon_e^2=0.18$, as in the full response. The further mobility gain, a factor 4.3, comes from the unscreened rate, which falls by 4.6. This lies between the factors 1.8 and 6.1 of the two power laws. The degenerate integral itself gives 5.5; at $n=3\times10^{-4}$ the gas is only partly degenerate, with $\mu\approx2.3T$.

**Contribution 5: the phonon itself changes**

The rate above keeps the phonon at $\omega_{SO}$. Beyond lowest order, the full interaction is $V/(1-V\chi_0)$. Subtracting the purely electronic part $V_e/\epsilon_e$ leaves
$$\frac{V_e+P}{\epsilon_e-P\chi_0}-\frac{V_e}{\epsilon_e}=\frac{P(\epsilon_e+V_e\chi_0)}{\epsilon_e(\epsilon_e-P\chi_0)}=\frac{P}{\epsilon_e(\epsilon_e-P\chi_0)} .$$
For the cold sheet, the zeros of $\epsilon_e-P\chi_0$ are the coupled modes $\omega_\pm$:
$$(\omega^2-\omega_p^2)(\omega^2-\omega_{SO}^2)=2\omega_{SO}g^2nq^2/m .$$
At the lower one, the pole strength in $\omega^2$, relative to the bare $2\omega_{SO}g^2$, is
$$Z=\frac{\omega_-^4}{(\omega_p^2-\omega_-^2)(\omega_+^2-\omega_-^2)} .$$
When $\omega_p$ is large, $\omega_+\simeq\omega_p$ and $Z\simeq(\omega_-/\omega_p)^4$. At $q=n=10^{-3}$, with $\omega_p=1.91\times10^{-3}$, $\omega_-=5.79\times10^{-4}$ and $\omega_+=2.01\times10^{-3}$ hartree, the cold-sheet value is $Z=0.009$. Electron motion raises $\chi_0$ by about 20% here, and the full response gives $Z=0.006$. The phonon-like mode survives, but its long-wavelength field is almost cancelled.

For complete screening ($|\chi_0|\to\infty$) the mode condition becomes $V_e+P=0$, or $\omega^2=\omega_{SO}^2-2\omega_{SO}g^2/V_e$. A softer phonon is easier to excite thermally, which works against the suppression. Using this frequency in the rate, with $2\omega g^2$ held fixed, changes the ratio at $n=3\times10^{-4}$ from 0.16 to 0.19. The suppression survives this estimate. At low density the estimate does not apply, because the screening that would soften the phonon is absent.

**What the frequency comparison settles**

For $\omega_{SO}$ far above both $qv$ and the recoil energy $q^2/2m$, the condition $\omega_p>\sqrt2\,\omega_{SO}$ decides whether the electrons reduce the phonon field. For $\omega_{SO}\ll qv$ and long wavelength, the squared field is multiplied by $(1+\omega_p^2/q^2s^2)^{-2}$, so strong screening requires $\omega_p$ above $qs$; the ratio $\omega_p/qs=1.3$ reached at $n=3\times10^{-4}$ already gives 0.13. In the second limit some reduction occurs at any density, but strong screening needs a higher plasma frequency than inertia alone would suggest, because $qs$ exceeds $\omega_{SO}$. The mobilities include no other scattering, and a gate, a finite sheet thickness, further subbands or phonon drag would change them. The remaining densities are in the numerical output below.

## Table of computed values

```
Inputs, Hartree atomic units
mass 0.2, spin-valley degeneracy 4, d 20.0 bohr
eps_s 12.0, eps_0 22.0, eps_inf 5.0
w_TO 6.000e-04 hartree, kT 1.000e-03 hartree
w_SO 8.4853e-04 hartree, half linewidth 1.697e-05 hartree
Relative errors of the independent tests
Poisson 1.3e-05, response 2.5e-10, drift rate 1.5e-05
Long-wavelength test: q 5.0e-04 1/bohr, n 3.0e-04 1/bohr^2
wp 7.4243e-04 hartree, |eps_e|=1 at w 5.3119e-04 hartree
crossing w/wp 0.7155 (cold sheet 0.7071)
1/|eps_e|^2 at w=wp/2: 0.0975, at w=2wp: 1.7813
Coupled modes: q 1.0e-03 1/bohr, n 1.0e-03 1/bohr^2
wp 1.9115e-03 hartree
lower 5.7863e-04, upper 2.0097e-03 hartree
lower-mode strength Z 0.00912, contour 0.00912
n [1/bohr^2], mean q [1/bohr], wp/w_SO, w_SO/(q v), 1/|eps_e|^2
1e-07  0.02857  0.108  0.420  0.9974
1e-06  0.02858  0.343  0.419  0.9741
1e-05  0.02878  1.088  0.413  0.7832
3e-05  0.02923  1.896  0.399  0.5300
1e-04  0.03095  3.549  0.352  0.2440
3e-04  0.03672  6.622  0.248  0.1415
1e-03  0.05085  13.959  0.116  0.1763
n [1/bohr^2], rates [atomic units]: unscreened, dynamic
1e-07  4.6116e-04  4.6005e-04
1e-06  4.6034e-04  4.4933e-04
1e-05  4.5209e-04  3.5622e-04
3e-05  4.3366e-04  2.2867e-04
1e-04  3.6943e-04  9.6838e-05
3e-04  2.1656e-04  3.5621e-05
1e-03  4.7048e-05  8.2928e-06
n [1/bohr^2], rate/unscreened: dynamic, static, softened phonon
1e-07  0.9976  0.9955  1.4055
1e-06  0.9761  0.9572  1.3676
1e-05  0.7879  0.7093  1.0473
3e-05  0.5273  0.4734  0.6573
1e-04  0.2621  0.2500  0.3110
3e-04  0.1645  0.1626  0.1855
1e-03  0.1763  0.1762  0.1897
n [1/cm^2], phonon-limited mobility [cm^2/(V s)]
3.571e+09  462.4
3.571e+10  473.4
3.571e+11  597.2
1.071e+12  930.2
3.571e+12  2196.7
1.071e+13  5971.7
3.571e+13  25650.9
```
